# Exact-exchange kernel and single-pole excitations of a two-electron singlet

Two electrons form a spin singlet in a fixed external potential. The treatment is nonrelativistic and has no spin-orbit coupling. In Kohn-Sham theory both electrons occupy one real, nodeless orbital $\phi_0$. The electron repulsion is

$$w(\mathbf r,\mathbf r')=\frac{e^2}{4\pi\varepsilon_0|\mathbf r-\mathbf r'|}.$$

Exchange is kept in full, and correlation is left out of both the potential and the kernel. Potentials are potential energies of an electron. When the system is disturbed, the orbitals of the two spins may differ, so we write $n_\sigma=|\phi_\sigma|^2$ and $n=n_\uparrow+n_\downarrow$. The Hartree energy and potential are

$$U[n]=\tfrac12\iint n(\mathbf r)\,w(\mathbf r,\mathbf r')\,n(\mathbf r')\,d^3r\,d^3r',\qquad v_H(\mathbf r)=\int w(\mathbf r,\mathbf r')\,n(\mathbf r')\,d^3r'.$$

Below, $\int w\,n$ is short for the second integral.

## (a) The exchange energy

**Express the Fock exchange energy through the densities.**

For occupied orbitals $i,j$ of each spin, the Fock expression is

$$E_x=-\tfrac12\sum_\sigma\sum_{ij}\iint\phi^*_{i\sigma}(\mathbf r)\phi_{j\sigma}(\mathbf r)\,w\,\phi^*_{j\sigma}(\mathbf r')\phi_{i\sigma}(\mathbf r')\,d^3r\,d^3r'.$$

Each spin has one occupied orbital, so $i=j$ and the orbital products become densities:

$$E_x=-\sum_\sigma U[n_\sigma].$$

In the singlet ground state $n_\uparrow=n_\downarrow=n/2$. Since $U$ is quadratic, $U[n/2]=U[n]/4$, and the two spins together give

$$E_x=-\tfrac12U[n].$$

Exchange removes the repulsion of each electron with itself. The remainder, $U+E_x=U/2=\iint n_\uparrow w\,n_\downarrow$, is the repulsion between the two electrons.

## (b) The exchange potential, at rest and in motion

**The exact-exchange potential is the local potential for which the Kohn-Sham density does not change to first order when the local potentials $v_H+v_x$ are replaced by the true repulsion $w$. Find it, also for time-dependent orbitals.**

The perturbation is $w(\mathbf r_1,\mathbf r_2)-\sum_i[v_H+v_{x\sigma_i}](\mathbf r_i)$. Acting on the Kohn-Sham determinant, it produces single and double excitations. The density is a one-body operator and cannot connect the determinant with a double excitation, so only single excitations can change the density to first order.

Let one electron of spin $\sigma$ go from $\phi_\sigma$ to an orthogonal orbital $\phi_a$ while the other, of spin $\bar\sigma$, stays in place. The matrix element of the perturbation is

$$\langle\phi_a|\int w\,n_{\bar\sigma}-v_H-v_{x\sigma}|\phi_\sigma\rangle .$$

It vanishes for every $a$ if the operator is a constant. Because $v_H=\int w\,n_\sigma+\int w\,n_{\bar\sigma}$, this means

$$v_{x\sigma}(\mathbf r,t)=-\int w(\mathbf r,\mathbf r')\,n_\sigma(\mathbf r',t)\,d^3r'+c_\sigma(t).$$

The argument holds at each instant with the orbitals of that instant. The Kohn-Sham evolution between instants is one-body, so it never turns a double excitation into a single one. The potential therefore depends on the present density alone and has no memory.

In the static case the solution is unique up to the constant, provided the density of each spin is held fixed; the total density alone would not respond, to first order, to additional potentials of opposite sign for the two spins. An additional potential $d(\mathbf r)$ for one spin that left the density of that spin unchanged would need $2\phi_0\,\delta\phi=0$. As $\phi_0$ has no nodes, $\delta\phi=0$, and the first-order equation then requires $d\,\phi_0=\langle d\rangle\phi_0$, so $d$ is constant. In the time-dependent case we rely on the usual uniqueness of the map from densities to potentials. For the singlet ground state, $v_x=-v_H/2$ up to a constant.

The result depends on there being one orbital per spin. With several, the Fock exchange operator gives

$$\hat K_\sigma\phi_{i\sigma}=-\sum_j\phi_{j\sigma}\int w\,\phi^*_{j\sigma}\phi_{i\sigma}.$$

This is in general not the same multiplicative function for every $i$, and the construction above no longer applies.

## (c) The kernel for singlets and for triplets

**Find the exchange kernel for a change of the total density and for a change of the spin density.**

Differentiating the potential of part (b) gives

$$f_{x,\sigma\sigma'}(\mathbf r t,\mathbf r't')=\frac{\delta v_{x\sigma}(\mathbf r,t)}{\delta n_{\sigma'}(\mathbf r',t')}=-\delta_{\sigma\sigma'}\,w(\mathbf r,\mathbf r')\,\delta(t-t').$$

The delta function in time makes the Fourier transform independent of frequency. The number of electrons of each spin is conserved, so $\int\delta n_\sigma=0$. A term depending on $\mathbf r$ alone may then be added to the kernel without effect. A term depending on $\mathbf r'$ alone shifts the potential by a spatial constant, which also has no effect on the density.

*Singlet excitations.* Both spins move together, $\delta n_\uparrow=\delta n_\downarrow=\delta n/2$. Then $\delta v_{x\sigma}=-\tfrac12\int w\,\delta n$, and the kernel for the total density is

$$f_x=-\frac w2=-\frac{e^2}{8\pi\varepsilon_0|\mathbf r-\mathbf r'|},$$

which reads $-1/(2r_{12})$ in atomic units. With the Hartree kernel $+w$, the sum is $+w/2$.

*Triplet excitations.* A field of opposite sign for the two spins leads from the singlet to the triplet component with $M_S=0$. Without spin-orbit coupling the other two components have the same energy. Now $\delta n_\uparrow=-\delta n_\downarrow=\delta m/2$. The total density is unchanged and the Hartree term vanishes. What remains is $\delta v_{x\uparrow}=-\tfrac12\int w\,\delta m$, with the opposite sign for spin down. This needs the spin-resolved kernel; the kernel for the total density does not contain the information.

Both cases fit one formula. Let $s=+1$ for singlets and $s=-1$ for triplets, so that $\delta n_\downarrow=s\,\delta n_\uparrow$. The change of $v_H+v_{x\uparrow}$ is

$$\delta v_\uparrow=\int w\,\delta n_\downarrow=s\int w\,\delta n_\uparrow .\tag{1}$$

Each electron feels the density change of the other one.

## (d) The excitation energies of the full response

**Derive the eigenvalue problem for the excitation energies.**

Excitation energies are the frequencies at which the density oscillates without an external drive. Let $\phi_a$ be the real unoccupied eigenfunctions of the ground-state Kohn-Sham Hamiltonian, and let $\Delta_a=\varepsilon_a-\varepsilon_0$. We write

$$\phi_\uparrow(t)=e^{-i\varepsilon_0t/\hbar}\Big[\phi_0+\sum_ac_a(t)\phi_a\Big].$$

A first-order component along $\phi_0$ would be imaginary by normalization; it changes the phase and not the density. Projecting the time-dependent Kohn-Sham equation on $\phi_a$ gives, to first order,

$$i\hbar\dot c_a=\Delta_ac_a+V_a,\qquad V_a=\langle\phi_a|\delta v_\uparrow|\phi_0\rangle .\tag{2}$$

With $x_a=2\,\mathrm{Re}\,c_a$ and the transition density $\rho_a=\phi_0\phi_a$, the density change is $\delta n_\uparrow=\sum_ax_a\rho_a$. Equation (1) then gives

$$V_a=s\sum_bK_{ab}x_b,\qquad K_{ab}=\iint\rho_a(\mathbf r)\,w\,\rho_b(\mathbf r')\,d^3r\,d^3r'.$$

We insert $c_a=(x_a+iy_a)/2$ in (2). Since $V_a$ is real, the imaginary and real parts are

$$\hbar\dot x_a=\Delta_ay_a,\qquad-\hbar\dot y_a=\Delta_ax_a+2V_a.$$

Differentiating the first and inserting the second yields

$$\hbar^2\ddot x_a=-\Delta_a^2x_a-2s\Delta_a\sum_bK_{ab}x_b .$$

For an oscillation at frequency $\omega$, $\ddot x_a=-\omega^2x_a$. The substitution $x_a=\Delta_a^{1/2}z_a$, followed by division by $\Delta_a^{1/2}$, makes the matrix symmetric:

$$(\hbar\omega)^2z_a=\sum_b\Big[\Delta_a^2\delta_{ab}+2s\,\Delta_a^{1/2}K_{ab}\Delta_b^{1/2}\Big]z_b.\tag{3}$$

The sum runs over the continuum too; a finite basis replaces it by discrete states.

Time-dependent Hartree-Fock theory gives the same excitation energies for this system. Its exchange operator acts on the one occupied orbital of each spin as multiplication by $-\int w\,n_\sigma$, so the occupied orbitals obey the same equation of motion. The unoccupied orbitals of the two theories differ, since on them the Fock operator is not the local potential.

## (e) The single-pole approximation

**Keep one transition and its resonant part. What are the singlet and triplet energies, and what has been neglected?**

Let $\Delta=\Delta_a$ and $K=K_{aa}$. With one transition, (2) becomes

$$i\hbar\dot c=\Delta c+sK(c+c^*).$$

The resonant part of $c$ varies as $e^{-i\omega t}$. The term $c^*$ couples it to the antiresonant part, which varies as $e^{+i\omega t}$. Dropping $c^*$ leaves

$$\hbar\omega_{\text{singlet}}=\Delta+K,\qquad\hbar\omega_{\text{triplet}}=\Delta-K.\tag{4}$$

If $c^*$ is kept, (3) with one transition gives

$$\hbar\omega=\sqrt{\Delta^2+2s\Delta K}=\Delta+sK-\frac{K^2}{2\Delta}+\dots\tag{5}$$

The antiresonant part thus enters at second order in the kernel. The coupling $K_{ab}$ to a transition of different energy also enters at second order, because it is an off-diagonal element of a symmetric matrix. Equation (4) is therefore the first-order result in the kernel. For the three degenerate $2p$ orbitals of an atom, the elements $K_{ab}$ between different components vanish by rotational symmetry, and (4) applies to each component.

The sign of $K$ follows from electrostatics. If $\mathbf E$ is the field of the charge density $e\rho_a$, then $K$ is twice the field energy, $K=\varepsilon_0\int|\mathbf E|^2d^3r>0$. The singlet lies above the triplet by $2K$. When $\phi_a$ hardly overlaps $\phi_0$, $K$ tends to zero and both energies approach the orbital gap.

The approximation needs $K\ll\Delta$, which makes the antiresonant term small. It also needs $|K_{ab}|\ll|\Delta_a-\Delta_b|$ for the other transitions $b$: second-order perturbation theory on the matrix in (3) shifts $(\hbar\omega)^2$ by $4\Delta_a\Delta_bK_{ab}^2/(\Delta_a^2-\Delta_b^2)$, and hence $\hbar\omega$ by $2\Delta_bK_{ab}^2/(\Delta_a^2-\Delta_b^2)$, for each $b$. For $2K>\Delta$ the triplet frequency in (5) is imaginary: the spin-unpolarized ground state is then unstable. Equation (4) gives no sign of this as long as $K<\Delta$.

## (f) What the single-pole energy means

**Relate (4) to expectation values of the two-electron Hamiltonian.**

Let $h$ be the kinetic energy plus the external potential, and let $J(\mathbf r)=\int w\,\phi_0^2$. Then $v_H=2J$ and $v_x=-J$, so the Kohn-Sham Hamiltonian is $h+J$. With $J_{00}=\langle\phi_0|J|\phi_0\rangle$ and $J_{0a}=\langle\phi_a|J|\phi_a\rangle$,

$$\Delta=h_{aa}+J_{0a}-h_{00}-J_{00}.$$

The ground determinant has energy $E_{00}=2h_{00}+J_{00}$. The excited configuration has the spatial function $[\phi_0(1)\phi_a(2)+s\,\phi_a(1)\phi_0(2)]/\sqrt2$. Its two direct terms give $J_{0a}$ and its two cross terms give $sK$:

$$E_{0a}^{(s)}=h_{00}+h_{aa}+J_{0a}+sK.$$

Subtraction gives

$$E_{0a}^{(s)}-E_{00}=h_{aa}-h_{00}+J_{0a}-J_{00}+sK=\Delta+sK.$$

The single-pole energy is the difference between two configuration energies in the same, unrelaxed orbitals. Its error relative to the exact excitation energy $E_s-E_0$ is therefore

$$(\Delta+sK)-(E_s-E_0)=\big(E_{0a}^{(s)}-E_s\big)-\big(E_{00}-E_0\big).\tag{6}$$

For the $2s$ and $2p$ states of helium neither bracket is negative. The ground determinant obeys the variational principle, as do the $2\,^3S$, $2\,^1P$ and $2\,^3P$ configurations, each being a trial function for the lowest state of its symmetry. The $2\,^1S$ configuration shares its symmetry with the ground state, but the matrix element between the two vanishes:

$$\langle\Phi_{00}|H|\Phi_{0a}\rangle=\sqrt2\,\langle\phi_0|h+J|\phi_a\rangle=0.$$

Hence $E_{00}$ and $E_{0a}^{(+)}$ are the eigenvalues of a two-state variational problem, and the upper one is not below the second exact $^1S$ energy. The error (6) is a difference of two non-negative numbers, so these bounds do not fix its sign. It is positive for all four helium states of part (g), and negative, about $-0.8$ eV, for the lowest triplet of H$_2$ stretched to $2.5\,a_0$.

## (g) Helium

**The self-consistent exact-exchange calculation for helium gives $\varepsilon_{1s}=-24.9780$, $\varepsilon_{2s}=-4.3084$ and $\varepsilon_{2p}=-3.4674$ eV, with $K=0.6149$ eV for $1s\to2s$ and $0.2209$ eV for $1s\to2p$. Find the four single-pole energies and judge them.**

The orbitals are expanded in 13 $s$, 8 $p$ and 3 $d$ shells of Gaussian functions, with the smallest $s$ and $p$ exponents at $0.012\,a_0^{-2}$ and successive ratios of 2.4 and 2.5; the $d$ exponents are 0.3, 1.0 and 3.3 $a_0^{-2}$. Four decimals are carried through the differences, and the results are rounded to two.

For $1s\to2s$, the gap is $\Delta=24.9780-4.3084=20.6696$ eV, and

$$20.6696+0.6149\approx21.28\ \text{eV},\qquad20.6696-0.6149\approx20.05\ \text{eV}.$$

For $1s\to2p$, the gap is $24.9780-3.4674=21.5106$ eV, and

$$21.5106+0.2209\approx21.73\ \text{eV},\qquad21.5106-0.2209\approx21.29\ \text{eV}.$$

In joules the $2\,^1S$, $2\,^3S$, $2\,^1P$ and $2\,^3P$ energies are $3.410$, $3.213$, $3.482$ and $3.411\times10^{-18}$ J.

The table adds the full response (3) and full configuration interaction, which diagonalizes the two-electron Hamiltonian in the same basis. All entries are excitation energies in eV.

| State | Single pole | Full response | Full CI |
|---|---|---|---|
| $2\,^1S$ | 21.28 | 21.10 | 20.59 |
| $2\,^3S$ | 20.05 | 19.69 | 19.79 |
| $2\,^1P$ | 21.73 | 21.69 | 21.19 |
| $2\,^3P$ | 21.29 | 21.22 | 20.94 |

Leaving out the $d$ functions changes the full-CI excitation energies by up to 0.055 eV, so their second decimal should not be read as converged. Including angular momenta up to $l=6$ raises all four by about 0.03 eV, to 20.62, 19.82, 21.22 and 20.97 eV, mainly because the ground state gains correlation energy; the single-pole and full-response columns move by about 0.001 eV. The comparisons below refer to the basis of the table. With $l$ up to 6 the ground-state error grows from 1.11 to 1.14 eV, the configuration errors change by less than 0.01 eV, the bare gap lies 0.05 instead of 0.08 eV above $2\,^1S$, the full-response $2\,^3S$ lies 0.13 instead of 0.10 eV below full CI, and the $2p$ splitting is 0.25 instead of 0.26 eV.

The single-pole energies have the right order within each pair and lie 0.26 to 0.70 eV above full CI in this basis (0.24 to 0.67 eV with $l$ up to 6). Equation (6) shows how these errors arise. The ground determinant lies 1.111 eV above the full-CI ground state, and the $2\,^1S$ and $2\,^3S$ configurations lie 1.808 and 1.376 eV above their full-CI states. The errors are

$$1.808-1.111=0.697\ \text{eV},\qquad1.376-1.111=0.265\ \text{eV}.$$

More than half of each configuration error cancels against that of the ground state.

The orbital gaps, 20.67 and 21.51 eV, already lie above both full-CI energies of their pair. The kernel therefore moves the triplets towards full CI and the singlets away from it. For $2\,^1S$ the bare gap is 0.08 eV too high, and the single-pole energy is 0.70 eV too high. The small error of the bare gap is no merit of the theory, since the gap alone gives no splitting at all.

The splittings $2K$ are 1.23 eV for $2s$ and 0.44 eV for $2p$, against 0.80 and 0.26 eV in full CI. By (6) the $2s$ excess equals the difference of the configuration errors, $1.808-1.376=0.432$ eV.

The full response does not repair this. It lowers all four energies and brings each closer to full CI. Three stay above full CI, while $2\,^3S$ moves from 0.26 eV above to 0.10 eV below. The $2s$ splitting, however, grows to $21.10-19.69=1.41$ eV. Little of the lowering comes from the antiresonant part of the single transition. By (5) that part is about $K^2/(2\Delta)=0.6149^2/(2\times20.67)\approx0.009$ eV for $2s$, whereas the full lowering is 0.18 eV for the singlet and 0.37 eV for the triplet. The rest comes from the other transitions in (3). What then separates the full response from full CI in the same basis is the correlation omitted from the potential and the kernel.
